# Mean squared displacement of a secondary electron with persistent exponential flights

## Definitions and conventions

An electron starts at the origin and makes $n$ straight flights. Flight $i$ has length $l_i$ and unit direction $\mathbf u_i$, so at the end of flight $n$ the displacement is

$$\mathbf R_n=\sum_{i=1}^{n} l_i\mathbf u_i .$$

There are $n-1$ collisions between the flights. Any collision that ends the last flight has not yet acted on the direction. Angle brackets denote the average over all walks. The assumptions are these.

1. The lengths are independent of one another and of the directions. Each has the exponential density $e^{-l/L}/L$ with mean $L$.
2. A collision turns the direction by an angle $\theta$ with $\langle\cos\theta\rangle=g$. The angle is drawn afresh each time, independently of the past.
3. The azimuth $\phi$ of the new direction about the old one is uniform and independent of everything else.
4. $L$ and $g$ are the same throughout the walk, and the medium has no boundaries.

For $-1\le g<1$ the result is

$$\langle R_n^2\rangle=2L^2\left[\frac{n}{1-g}-\frac{g(1-g^n)}{(1-g)^2}\right]. \tag{1}$$

Two facts serve both derivations. The first is the pair of length moments,

$$\langle l\rangle=\int_0^\infty \frac{l}{L}e^{-l/L}\,dl=L,\qquad
\langle l^2\rangle=\int_0^\infty \frac{l^2}{L}e^{-l/L}\,dl=2L^2 .$$

The second is the mean direction after a collision. Let $\mathbf e_1,\mathbf e_2$ be unit vectors perpendicular to $\mathbf u$ and to each other. The new direction is

$$\mathbf u'=\mathbf u\cos\theta+\sin\theta\,(\mathbf e_1\cos\phi+\mathbf e_2\sin\phi).$$

A uniform azimuth has $\langle\cos\phi\rangle=\langle\sin\phi\rangle=0$, so the transverse part averages to zero. With the whole past held fixed,

$$\langle\mathbf u'\,|\,\text{past}\rangle=g\,\mathbf u. \tag{2}$$

On average a collision keeps the fraction $g$ of the old direction and adds nothing sideways.

## First derivation: counting pairs of flights

Squaring the displacement and separating equal from unequal indices gives

$$\langle R_n^2\rangle=\sum_{i=1}^n\langle l_i^2\rangle+2\sum_{i<j}\langle l_i l_j\,\mathbf u_i\cdot\mathbf u_j\rangle .$$

The first sum is $2nL^2$. In the second, independence of lengths and directions gives $\langle l_i\rangle\langle l_j\rangle\langle\mathbf u_i\cdot\mathbf u_j\rangle=L^2\langle\mathbf u_i\cdot\mathbf u_j\rangle$.

To find the correlation for $j>i$, average first over the collision just before flight $j$, with all earlier directions fixed. By (2),

$$\langle\mathbf u_i\cdot\mathbf u_j\rangle=g\langle\mathbf u_i\cdot\mathbf u_{j-1}\rangle .$$

Repeating this $j-i$ times leads to $\mathbf u_i\cdot\mathbf u_i=1$, and therefore

$$\langle\mathbf u_i\cdot\mathbf u_j\rangle=g^{\,j-i}.$$

There are $n-k$ pairs of flights with separation $k=j-i$. Hence

$$\langle R_n^2\rangle=2L^2\,(n+S),\qquad S=\sum_{k=1}^{n-1}(n-k)g^k. \tag{3}$$

To sum the series, multiply it by $1-g$. In the part containing $g^{k+1}$, rename $k+1$ as $j$:

$$(1-g)S=\sum_{k=1}^{n-1}(n-k)g^k-\sum_{j=2}^{n}(n-j+1)g^j .$$

The term $g^1$ occurs in the first sum alone, with coefficient $n-1$. Each power from $g^2$ to $g^{n-1}$ has coefficient $(n-j)-(n-j+1)=-1$. The power $g^n$ occurs in the second sum alone, also with coefficient $-1$. Thus

$$(1-g)S=(n-1)g-\sum_{j=2}^{n}g^j=ng-\sum_{j=1}^{n}g^j=ng-\frac{g(1-g^n)}{1-g}.$$

For $n=1$ the right side is $g-g=0$, as it must be for an empty sum. Dividing by $1-g$ and inserting $S$ into (3), with

$$n+\frac{ng}{1-g}=\frac{n}{1-g},$$

gives (1).

## Second derivation: following the walk flight by flight

This derivation uses no pair correlations. It follows two averages from one flight to the next:

$$M_n=\langle R_n^2\rangle,\qquad P_n=\langle\mathbf R_n\cdot\mathbf u_n\rangle .$$

$P_n$ is the mean displacement measured along the current direction of motion. Both averages vanish for $n=0$.

Since $\mathbf R_n=\mathbf R_{n-1}+l_n\mathbf u_n$, projection on $\mathbf u_n$ gives

$$P_n=\langle\mathbf R_{n-1}\cdot\mathbf u_n\rangle+\langle l_n\rangle=gP_{n-1}+L. \tag{4}$$

The last step applies (2) with $\mathbf R_{n-1}$ fixed, because $\mathbf R_{n-1}$ belongs to the past of the collision. Starting from $P_0=0$, equation (4) builds up a geometric sum:

$$P_n=L(1+g+\dots+g^{n-1})=L\,\frac{1-g^n}{1-g}. \tag{5}$$

Squaring the same relation gives

$$M_n=M_{n-1}+2\langle l_n\,\mathbf R_{n-1}\cdot\mathbf u_n\rangle+\langle l_n^2\rangle .$$

The length $l_n$ is independent of the other factors, so the middle term is $2LgP_{n-1}$. The increment is

$$M_n-M_{n-1}=2LgP_{n-1}+2L^2=2L(gP_{n-1}+L)=2LP_n. \tag{6}$$

The mean square therefore grows faster when the walker already lies ahead along its direction of motion. Summing (6) from $m=1$ to $n$, with (5), gives

$$M_n=\frac{2L^2}{1-g}\sum_{m=1}^n(1-g^m)
=\frac{2L^2}{1-g}\left[n-\frac{g(1-g^n)}{1-g}\right],$$

which is again (1).

## What each derivation assumes

Both derivations use the lengths through their first two moments only. For another length law with mean $L$, each flight contributes $\langle l^2\rangle$ in place of $2L^2$, and the cross terms are unchanged. Flights of fixed length $L$ have $\langle l^2\rangle=L^2$, so their mean square is smaller than (1) by $nL^2$. Both derivations use the angular law through $g$ alone, and neither needs an isotropic launch.

They differ in what they ask of the memory. The first needs the correlation of every pair of flights. If lengths and directions are independent but the correlation is some other function $c_k$ of the separation, the method still gives

$$\langle R_n^2\rangle=2L^2\left[n+\sum_{k=1}^{n-1}(n-k)c_k\right]. \tag{7}$$

The second needs one relation per collision, $\langle\mathbf R_{n-1}\cdot\mathbf u_n\rangle=gP_{n-1}$. This concerns a sum over all earlier flights. It is not a weaker condition when the correlation depends only on the separation: with $c_0=1$, the relation reads $\sum_{k=1}^{n-1}c_k=g\sum_{k=0}^{n-2}c_k$, and subtracting it for successive $n$ gives $c_k=g\,c_{k-1}$, hence $c_k=g^k$. The relation follows from (2), which requires that the last direction alone fix the mean of the next one.

A walk with a locked azimuth separates the two. Let every collision turn the walker in the same plane and in the same sense. The angle between directions $k$ collisions apart is then the sum of $k$ independent angles. With $h=\langle\sin\theta\rangle$,

$$c_k=\mathrm{Re}\,\langle e^{i\theta}\rangle^k=\mathrm{Re}\,(g+ih)^k .$$

This gives $c_1=g$ as before, but $c_2=g^2-h^2$. Equation (7) still holds. The closed recursion (4) fails, because the next mean direction has a sideways part $h$; the projection of $\mathbf R_n$ on that sideways direction would have to be followed as well. For $n=5$ and $g=0.3$, made from turns with cosines $0.9$ and $-0.4$, summing over all branches of the walk gives $8.82L^2$ with locked azimuth. Formula (1) gives $13.06L^2$. A given mean cosine is thus not sufficient without a condition on the azimuth. A uniform azimuth is more than is needed: (2) holds whenever the transverse part averages to zero with the past fixed, and a walk in one plane that turns left or right with equal chance also gives $13.06L^2$.

The second method is convenient when the parameters follow a prescribed schedule. Let flight $i$ have mean $L_i$ and the collision after it have mean cosine $g_i$. The same steps give

$$P_i=g_{i-1}P_{i-1}+L_i,\qquad M_i=M_{i-1}+2L_iP_i, \tag{8}$$

with $P_0=M_0=0$. Pair counting gives the same quantity as a double sum, in which each pair carries the product of the mean cosines between its flights.

## Limits

For $g=0$ the directions are uncorrelated and $\langle R_n^2\rangle=2nL^2$. For $n=2$, equation (3) gives $2L^2(2+g)$.

As $g\to1$ the two terms of (1) diverge separately, but the finite sum (3) does not. There $S\to n(n-1)/2$, so

$$\langle R_n^2\rangle\to 2L^2\left[n+\frac{n(n-1)}2\right]=n(n+1)L^2 .$$

This is the second moment of a straight path made of $n$ exponential lengths: the squared mean is $n^2L^2$ and the variance is $nL^2$.

At $g=-1$ each collision reverses the motion. Formula (1) gives $nL^2$ for even $n$ and $(n+1)L^2$ for odd $n$. In the even case the mean lengths cancel and the variances remain. In the odd case one mean length is left over, and its square adds $L^2$.

For $|g|<1$ and many flights, $g^n$ becomes negligible. With the transport length $l^*=L/(1-g)$,

$$\langle R_n^2\rangle\simeq 2nLl^*-2g\,l^{*2}. \tag{9}$$

The first term is diffusive growth. For $g>0$ the second is negative, because flights near the ends of the walk have fewer partners to be correlated with.

Stopping after a fixed path length $s$ is a different question. With exponential flights, the number of collisions in a path interval $t$ has a Poisson distribution of mean $t/L$. Each collision contributes a factor $g$, so the direction correlation is

$$\sum_{m=0}^\infty e^{-t/L}\frac{(t/L)^m}{m!}g^m=e^{-t(1-g)/L}=e^{-t/l^*}.$$

Integrating over all pairs of points on the path, and then by parts, gives

$$\langle R^2\rangle_s=2\int_0^s(s-t)e^{-t/l^*}dt
=2l^*\left[s-l^*(1-e^{-s/l^*})\right]. \tag{10}$$

Here the full exponential law is used, not just two moments. At speed $v$ and long time $t$, $s=vt$ and the leading term is $2l^*vt$. Setting it equal to $6Dt$ gives the diffusion coefficient $D=vl^*/3$. For $s=nL$ and many flights, (10) lies below (9) by $2(1-g)l^{*2}=2Ll^*$, the growth of one late flight.

## A slow electron in a resist

Take a secondary electron of 5 eV in a polymer resist for extreme-ultraviolet lithography, with $L=0.5$ nm, $g=0.3$ and $n=20$. These are round model values. The two terms in the bracket of (1) are 28.571 and 0.612, so

$$\langle R^2\rangle=2(0.5\ \text{nm})^2(28.571-0.612)=13.98\ \text{nm}^2 .$$

The rms distance is 3.74 nm, though the mean path is 10 nm long. If the launch is isotropic, the three axes are equivalent and the mean displacement is zero. The blur per axis is then

$$\sigma=\sqrt{\frac{13.98\ \text{nm}^2}{3}}=2.16\ \text{nm}.$$

For a fixed launch direction the mean square is the same, but it is no longer a variance. The mean displacement along the launch is $\sum_i Lg^{i-1}=L(1-g^n)/(1-g)=0.71$ nm, and its square must be subtracted to obtain the total variance.

Isotropic scattering would give 10.0 nm², so persistence raises the mean square by 40 percent at fixed $L$ and $n$. Fixed flight lengths would give 8.98 nm². The leading term of (9) is 14.29 nm², about 2 percent above the full result.

Two sets of random walks with the same $g$ and very different angular laws test the claim that only the mean cosine matters. The smooth Henyey–Greenstein law gives $13.97\pm0.05$ nm². A law that allows only straight continuation or reversal gives $13.94\pm0.07$ nm², although each of its walks stays on one line. The uncertainties are one standard error, and both results agree with (1) within it.

## What the example leaves out

**Energy loss.** Suppose that each collision removes 0.1 eV, so that the 19 collisions leave 3.1 eV for the last flight, and that $g$ falls in proportion to the energy $E$. If $L$ falls as $\sqrt E$, the mean square becomes 10.6 nm² and the blur 1.88 nm. If $L$ rises as $1/\sqrt E$, they become 16.4 nm² and 2.34 nm. Relative to (1), the mean square moves by $-24$ or $+17$ percent. These are two assumed trends, not bounds.

**Random stopping.** If the walk ends with probability $1/20$ after each flight, independently of its path, the mean number of flights is still 20. The term linear in $n$ is then unchanged on averaging, and only the small term in $g^n$ moves. The mean square is 13.99 nm², but with the Henyey–Greenstein law the fraction of electrons ending beyond 7.48 nm, twice the rms distance, rises from 1.4 to about 4.5 percent. Unlike the mean square, this fraction depends on the whole angular law: for straight continuation or reversal with the same $g$ it rises from about 4.6 to about 6 percent. A single $\sigma$ does not describe this tail.

**Film faces.** In a film 30 nm thick, with starting points spread evenly in depth, about 9 percent of the unbounded Henyey–Greenstein walks cross a face (about 8 percent for straight continuation or reversal). Their real fate depends on reflection, escape and the substrate.

**The positive ion left behind.** Its attraction was modelled with relative permittivity 3 and a potential smoothed over a core radius of 0.3 nm. With the total energy held at 3 eV, the mean square changes by $-1.9\pm0.4$ percent relative to (1). Here $L$ and $g$ are kept fixed inside the field. The figure depends on the smoothing: it runs from about $-1.7$ percent for a core radius of 0.6 nm to about $-2.5$ percent for 0.1 nm, and it is about $-2.6$ percent if the total energy falls from 3.4 to 1.5 eV along the walk. In this model the effect is small while the electron is fast. After thermalization it is not: at 300 K the Onsager radius, where the attraction energy equals $k_BT$, is 18.6 nm. This is five times the rms distance, so the ion can strongly affect the later motion.

**Wave interference.** Classical flights require $1/(kL)$ to be small, where $k$ is the electron wave number. With the free-electron mass it is 0.17 at 5 eV and 0.23 at 3 eV; with $l^*$ in place of $L$ the values are 0.12 and 0.16. The wavelength itself, 0.55 nm at 5 eV and 0.71 nm at 3 eV, is longer than the mean flight. Interference is therefore not plainly negligible, and its effect on the blur has not been calculated here.

In a real resist, the absorbed photon of roughly 90 eV first releases a faster electron, which makes secondaries along its way. The example treats one slow secondary, taken to lie below the threshold for electronic excitation. In resists with aromatic groups, which can be excited below 5 eV, this assumption can fail at the start of the walk, and a single collision may then remove most of the energy. Flight lengths of a few tenths of a nanometre to a nanometre and losses near 0.1 eV are plausible rough magnitudes below the threshold, but they depend on the material and are not well known at such energies. The choice $n=20$ is the least secure: it supposes that the electron is captured near 3 eV. At the same loss per collision, an uncaptured electron would make more flights before thermalizing, and at constant $L$ and $g$ its blur would grow nearly as $\sqrt n$. Real resists break the assumption of constant parameters, which moves the mean square by about a fifth under the trends above. The value of 2.16 nm is thus one contribution within a model. It does not include the earlier cascade, thermal electron motion or acid diffusion during the bake. The remaining values are in the numerical output.

## Table of computed values

```
Mean flight L = 0.5 nm, mean cosine g = 0.3, flights n = 20
Start energy = 5.0 eV, loss per collision = 0.1 eV
End energy = 3.0 eV, film thickness = 30.0 nm
First bracket term n/(1-g) = 28.5714
Second bracket term g(1-g^n)/(1-g)^2 = 0.6122
Bracket = 27.9592
Mean squared displacement = 13.980 nm^2
Rms distance = 3.739 nm
Blur per axis sigma = 2.159 nm
Mean total path n L = 10.0 nm
Transport length L/(1-g) = 0.7143 nm
Leading long-walk term 2 n L l* = 14.286 nm^2
Mean forward displacement = 0.7143 nm
Isotropic scattering (g=0) = 10.000 nm^2
Fixed flight length L instead = 8.980 nm^2
Mean square after 1 flights = 0.5000 nm^2
Mean square after 2 flights = 1.1500 nm^2
Mean square after 5 flights = 3.2661 nm^2
Mean square after 10 flights = 6.8367 nm^2
Random walks, Henyey-Greenstein = 13.969 +- 0.045 nm^2
Random walks, forward-or-back = 13.940 +- 0.071 nm^2
L=1, g=0.3, n=5: free azimuth = 13.0642 L^2
L=1, g=0.3, n=5: locked azimuth = 8.8184 L^2
Energy loss, L falling as sqrt(E) = 10.636 nm^2
  blur per axis = 1.883 nm
Energy loss, L rising as 1/sqrt(E) = 16.372 nm^2
  blur per axis = 2.336 nm
Random flight number, same mean = 13.986 nm^2
  its random-walk check = 14.04 +- 0.22 nm^2
Fraction beyond 7.48 nm, fixed n = 0.0138
Fraction beyond 7.48 nm, random n = 0.0449
Fraction of walks crossing a film face = 0.087
Relative permittivity = 3.0, ion core radius = 0.3 nm
Ion attraction energy at rms distance = 0.128 eV
With ion, total energy 3.0 eV = 13.721 +- 0.063 nm^2
  change from formula = -1.9 +- 0.4 percent
Onsager radius at 300 K = 18.6 nm
Wave parameter 1/(k l*) at 5.0 eV = 0.122
Wave parameter 1/(k l*) at 3.0 eV = 0.158
```
